# Steady Self-Heating of a Metal Line at Fixed Current

## What dimensions fix, and what they leave open

A long metal line is embedded in a dielectric and carries a steady current \(I\). Joule heat leaves it through the dielectric to a sink held at temperature \(T_s\). Let \(\theta\) be the steady rise of the line above the sink.

Three quantities determine \(\theta\) in the model used here:

- the heating per length that the line would have at the sink temperature, \(P_0=I^2r_s\), in W/m, where \(r_s\) is the resistance per length at \(T_s\);
- the heat-loss coefficient \(g\), in W/(m K), defined so that a line at rise \(\theta\) loses heat \(g\theta\) per length;
- the temperature coefficient of resistance \(a\), in 1/K.

The current enters through its square because Joule heating per length is \(I^2r\). The units involved are W/m and K, so three quantities leave one dimensionless combination, \(aP_0/g\). The ratio \(P_0/g\) is a temperature, and therefore

\[
\theta=T_0\,f(aT_0),\qquad T_0=\frac{I^2r_s}{g}.
\]

If the resistance did not change with temperature, the balance \(g\theta=I^2r_s\) would give \(\theta=T_0\). Hence \(T_0\) is the constant-resistance rise and \(f(0)=1\). Dimensions cannot give the rest of \(f\). The two derivations below both lead to

\[
f(aT_0)=\frac{1}{1-aT_0},\qquad aT_0<1 .
\]

## The resistance law and its reference temperature

The resistance is taken to be linear in temperature, the temperature to be uniform along and across the line, and \(g\) to be constant. The coefficient \(a\) must be referred to the sink temperature, because \(\theta\) is counted from there:

\[
r(\theta)=r_s(1+a\theta).
\]

The data may be given at another temperature, here 300 K:

\[
\rho(T)=\rho_{300}\,[1+a_{300}(T-300\ \mathrm{K})].
\]

Put \(T=T_s+\theta\) and collect the terms without \(\theta\):

\[
\rho=\underbrace{\rho_{300}[1+a_{300}(T_s-300\ \mathrm{K})]}_{\rho_s}+\rho_{300}a_{300}\,\theta
=\rho_s\left(1+\frac{a_{300}\rho_{300}}{\rho_s}\,\theta\right).
\]

Thus \(a=a_{300}\rho_{300}/\rho_s\). The slope in ohm metres per kelvin is the same in both descriptions, but it is divided by a different resistivity. With thermal expansion neglected, \(r=\rho/A\) for a fixed cross-section \(A\), and the same \(a\) applies to \(r\).

## First derivation: the steady heat balance

In a steady state the heat produced in each length equals the heat lost from it:

\[
g\theta=I^2r_s(1+a\theta).
\]

Divide by \(g\) and use the definition of \(T_0\):

\[
\theta=T_0+aT_0\theta .
\]

The last term is the extra heating caused by the rise itself. Moving it to the left gives

\[
(1-aT_0)\,\theta=T_0
\quad\Longrightarrow\quad
\theta=\frac{T_0}{1-aT_0}.
\]

The condition \(aT_0<1\) can be read from the balance. Each kelvin of rise removes an extra \(g\) of heat per length and adds an extra \(aI^2r_s=g\,aT_0\). If \(aT_0=1\), these cancel, and the equation reads \(0=T_0\), which has no solution for a nonzero current. If \(aT_0>1\), the algebra returns a negative \(\theta\). It would place a heated line below its sink, and it would require

\[
1+a\theta=1+\frac{aT_0}{1-aT_0}=\frac{1}{1-aT_0}<0,
\]

a negative resistance. That root is not physical.

For a negative \(a\), the denominator exceeds one and the rise is smaller than \(T_0\). The same identity shows that the resistance at the steady state is then positive, however large \(|a|T_0\) may be, provided the linear law still describes the material there.

## Second derivation: heating from a cold start

Now let the line have heat capacity \(c\) per length, and switch the current on at \(t=0\) with \(\theta=0\). Stored heat changes at the rate production minus loss:

\[
c\,\frac{d\theta}{dt}=I^2r_s(1+a\theta)-g\theta .
\]

Divide by \(g\), and write \(\tau=c/g\) and \(\beta=1-aT_0\):

\[
\tau\frac{d\theta}{dt}=T_0-\beta\theta .
\]

Bring \(\beta\theta\) to the left, divide by \(\tau\), and multiply by \(e^{\beta t/\tau}\). The left side becomes a total derivative:

\[
\frac{d}{dt}\left(\theta\,e^{\beta t/\tau}\right)=\frac{T_0}{\tau}\,e^{\beta t/\tau}.
\]

For \(\beta\neq0\), integration from 0 to \(t\) with \(\theta(0)=0\) gives

\[
\theta\,e^{\beta t/\tau}=\frac{T_0}{\beta}\left(e^{\beta t/\tau}-1\right),
\qquad
\theta(t)=\frac{T_0}{1-aT_0}\left[1-e^{-(1-aT_0)t/\tau}\right].
\]

If \(aT_0<1\), the exponential dies out and the rise approaches \(T_0/(1-aT_0)\). The approach takes a time of order \(\tau/(1-aT_0)\), so positive feedback makes the line both hotter and slower to settle.

If \(aT_0=1\), then \(\beta=0\) and the equation is \(\tau\,d\theta/dt=T_0\). Its solution \(\theta=T_0t/\tau\) grows without limit. If \(aT_0>1\), the exponent is positive and the growth is exponential. This is thermal runaway within the linear model.

## What each derivation assumes

Both derivations use the linear resistance law, a constant \(g\), a uniform temperature and a fixed current. They differ in what they take for granted about time.

The heat balance assumes that a steady state exists. It needs no heat capacity, and it can be rewritten at once for a curved resistance law or a variable \(g\), though the equation may then need a numerical root. It does not say whether the line reaches the root or stays there.

The time-dependent derivation assumes that one constant \(c\) describes the stored heat. In return it shows that the steady state is reached from a cold start. It is also stable: a deviation \(\delta\) from the steady rise obeys \(\tau\,d\delta/dt=-(1-aT_0)\delta\) and decays when \(aT_0<1\). A real dielectric stores heat over a region that widens with time, so the single exponential should not be taken as its actual transient. The steady value does not contain \(c\).

A third way of thinking, by repeated correction, has a narrower range. Start with \(\theta_1=T_0\), compute the heating at that rise, and repeat:

\[
\theta_{n+1}=T_0(1+a\theta_n).
\]

This builds \(T_0[1+aT_0+(aT_0)^2+\dots]\). Subtracting the steady equation \(\theta=T_0(1+a\theta)\) shows how the error evolves:

\[
\theta_{n+1}-\theta=aT_0(\theta_n-\theta).
\]

The error shrinks when \(|aT_0|<1\). For \(aT_0\le-1\) the iteration fails to converge, although the steady state exists and is stable. The failure belongs to the iteration, which corrects too far at each pass, and not to the line.

## A copper line under accelerated test

Take a line 100 nm wide and 200 nm thick, carrying 4.00 mA, with the sink at 400 K. The current density is 20 MA/cm². The other round model parameters are \(\rho_{300}=2.50\ \mu\Omega\,\mathrm{cm}\), \(a_{300}=0.0030\ \mathrm{K^{-1}}\) and \(g=0.30\ \mathrm{W/(m\,K)}\).

First refer the resistance law to the sink:

\[
\rho_s=2.50\,(1+0.0030\times100)=3.25\ \mu\Omega\,\mathrm{cm},
\qquad
a=0.0030\times\frac{2.50}{3.25}=0.002308\ \mathrm{K^{-1}}.
\]

The cold resistance is 1.625 Ω/µm and the cold heating is 26.0 W/m. Therefore

\[
T_0=\frac{26.0}{0.30}=86.67\ \mathrm{K},\qquad aT_0=0.2000,
\]

\[
\theta=\frac{86.67}{1-0.2000}=108.33\ \mathrm{K}.
\]

The line is at about 508 K. Solving the heat balance numerically from the 300 K resistance law also gives 108.33 K. The successive corrections run 86.67, 104.00, 107.47 and 108.16 K, each with about one fifth of the previous error, as \(aT_0=0.2\) requires.

Using \(a_{300}\) in place of \(a\), with \(T_0\) unchanged, would give 117.1 K, about 8% above the correct model value.

Since \(aT_0\) is proportional to \(I^2\), it reaches one at

\[
I_c=\frac{I}{\sqrt{aT_0}}=\frac{4.00}{\sqrt{0.2000}}=8.94\ \mathrm{mA},
\]

or 44.7 MA/cm². This is not a safe rating. The predicted rise diverges as \(I_c\) is approached, so the model line passes the melting point of copper at a lower current.

At 0.40 mA, or 2 MA/cm², \(T_0\) is one hundred times smaller. The rise is 0.8684 K against \(T_0=0.8667\) K, a difference of 0.2%. Feedback can be ignored there.

### Consequence for electromigration

Suppose that lifetime at a given current follows an Arrhenius law with an assumed activation energy \(E=0.90\) eV, and that the mechanism does not change over this temperature range. At the same current, any current-dependent prefactor cancels from the ratio of lifetimes:

\[
\frac{t(T_s+T_0)}{t(T_s+\theta)}
=\exp\left[\frac{E}{k_B}\left(\frac{1}{486.67\ \mathrm{K}}-\frac{1}{508.33\ \mathrm{K}}\right)\right]=2.50 .
\]

Neglecting the resistance growth would thus overestimate the lifetime of the long line at this test current by a factor of 2.5. For a short line with cooled ends the factor is smaller: about 1.7 at the centre of the 20 µm line treated below.

## Reading the rise from the resistance

The identity found in the first derivation gives the hot resistance directly:

\[
\frac{r}{r_s}=1+a\theta=\frac{1}{1-aT_0}.
\]

Here the ratio is 1.25. Inverting and inserting \(T_0=I^2r_s/g\) gives

\[
\frac1r=\frac{1-aT_0}{r_s}=\frac1{r_s}-\frac{a}{g}I^2 .
\]

In this model, a plot of \(1/r\) against \(I^2\) is a straight line. Its intercept gives \(r_s\), and its slope gives \(g\) if \(a\) is known at the sink temperature. This holds for the uniform, long line. With the cold ends treated below the plot stays nearly straight but its slope is smaller: a fit between 1 and 4 mA returns \(g\approx0.31\) for a 200 µm line and \(g\approx0.52\) for a 20 µm line, instead of 0.30 W/(m K).

Feedback also amplifies errors in \(g\). At fixed current and resistance law, \(T_0\propto1/g\), so

\[
\frac{d\ln\theta}{d\ln g}
=-\frac{d}{d\ln T_0}\left[\ln T_0-\ln(1-aT_0)\right]
=-\left(1+\frac{aT_0}{1-aT_0}\right)=-\frac1{1-aT_0}.
\]

The value here is −1.25. For a finite change the full formula is better: lowering \(g\) by 10% raises \(\theta\) to 123.8 K, an increase of 14%.

## Fixed voltage instead of fixed current

Suppose the voltage per length is held at \(Ir_s\), the value that gives the same cold heating. The power is now \((Ir_s)^2/r=I^2r_s/(1+a\theta)\), and for \(a>0\) it falls as the line warms. The balance becomes

\[
g\theta=\frac{I^2r_s}{1+a\theta}
\quad\Longrightarrow\quad
a\theta^2+\theta-T_0=0 .
\]

For \(a>0\) the positive root is

\[
\theta=\frac{-1+\sqrt{1+4aT_0}}{2a}.
\]

It exists for every \(T_0\), and it lies below \(T_0\) because \(\theta=T_0/(1+a\theta)\). In the example it is 74.0 K, compared with 108.3 K at fixed current. The same resistance law damps the heating in one case and reinforces it in the other.

## Cold ends

A line of length \(L\) may end on large metal contacts that stay at the sink temperature. Let \(K\) be the thermal conductivity of the metal. Heat conducted along the line adds a term to the local balance:

\[
KA\theta''-g\theta+I^2r_s(1+a\theta)=0 .
\]

Divide by \(g\) and set \(\lambda^2=KA/g\):

\[
\lambda^2\theta''=(1-aT_0)\theta-T_0 .
\]

For \(aT_0<1\), write \(\theta_\infty=T_0/(1-aT_0)\) and \(\lambda'=\lambda/\sqrt{1-aT_0}\). Then \(\lambda'^2\theta''=\theta-\theta_\infty\). The solution symmetric about the centre \(x=0\) is \(\theta_\infty+B\cosh(x/\lambda')\), and \(\theta(\pm L/2)=0\) fixes \(B\):

\[
\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda')}{\cosh(L/2\lambda')}\right].
\]

Averaging over the length, with \(u=L/2\lambda'\), gives

\[
\bar\theta=\theta_\infty\left(1-\frac{\tanh u}{u}\right).
\]

The Wiedemann–Franz law \(K=(\pi^2/3)(k_B/e)^2T/\rho\), evaluated at the sink temperature, gives 301 W/(m K) and \(\lambda'=5.0\) µm. For \(L=200\) µm the centre is at the long-line value of 108.3 K, while the mean is 102.9 K, 5% lower. For \(L=20\) µm the centre rises by 79.5 K and the mean by 56.1 K. Letting \(K\) follow the local temperature by the same law shifts the 20 µm values to 79.3 K and 56.0 K. The mean rise is what the total resistance reports, so it understates the hottest point. These profiles assume that each piece of the line loses heat independently with the same \(g\), which requires the sink to be close compared with \(\lambda'\). The chosen \(g\) may not satisfy this. For this cross-section above a plane sink in a uniform dielectric, \(g=0.30\) W/(m K) places the sink about 0.9 µm away if the dielectric conductivity is 0.15 W/(m K), about 3 µm away for 0.2 and about 23 µm away for 0.3. Heat then also spreads along the dielectric. If the contacts act as planes at the sink temperature across the dielectric, the centre of the 20 µm line rises by about 76 K for 0.2 and about 59 K for 0.3 W/(m K), and the mean of the 200 µm line by about 102 K and 97 K. The finite-line values above are therefore estimates.

Cold ends also change the runaway condition. At \(aT_0=1\) the equation is \(\lambda^2\theta''=-T_0\), with the finite solution

\[
\theta(x)=\frac{T_0}{2\lambda^2}\left(\frac{L^2}{4}-x^2\right).
\]

The limit \(aT_0<1\) therefore belongs to the uniform, long line. A finite line still runs away, at a higher current. For \(aT_0>1\), set \(\kappa^2=(aT_0-1)/\lambda^2\); the solution that vanishes at the ends is \(\theta=\frac{T_0}{aT_0-1}\left[\frac{\cos\kappa x}{\cos(\kappa L/2)}-1\right]\), and it diverges when \(\kappa L/2=\pi/2\), that is at \(aT_0=1+\pi^2\lambda^2/L^2\). This is 1.005 (8.97 mA) for \(L=200\) µm and 1.49 (10.9 mA) for \(L=20\) µm.

## The model beside a real interconnect

The resistivity and its coefficient are roughly those of a narrow copper line. The model slope, 0.0075 µΩ cm/K, is about 10% above that of bulk copper, about 0.0068 µΩ cm/K; keeping the bulk slope at the same \(\rho_{300}\), as Matthiessen's rule suggests, gives \(a_{300}\approx0.0027\ \mathrm{K^{-1}}\) and a rise near 104 K. The coefficient \(g\) is the conductivity of a low-k dielectric, a few tenths of a W/(m K), times a geometrical factor; for this cross-section the factor is about 3.3, 2.0 and 1.5 with a plane sink 0.2, 1 and 3 µm away. The current density is far from typical: service values are roughly 1 to a few MA/cm², and 20 MA/cm² belongs to a highly accelerated test. Real interconnects break the assumption of a long, isolated line with a known \(g\). Vias and contacts can cool the ends; ends held at the sink temperature lower the centre rise by 27% for the 20 µm line above when the heat loss is local, and by more when heat also spreads along the dielectric toward them. Neighbouring lines that carry current, and a sink that itself warms, would add to the line temperature; these effects are not sized here.

Four further effects were estimated one at a time, with the other settings unchanged. The list is not complete; thermal resistance at interfaces, for example, is left out.

- **Dielectric conductivity.** Let it grow as \(1+b(T-T_s)\), with an assumed \(b=0.0005\ \mathrm{K^{-1}}\) throughout the dielectric. Its average over the temperatures between sink and line is \(1+b\theta/2\), and the heat loss becomes \(g\theta(1+b\theta/2)\). The rise falls to 104.9 K, 3% below the constant-\(g\) value. Because this loss grows as \(\theta^2\), a steady root exists at every current and the divergence at \(I_c\) disappears; the melting point of copper is then reached at about 8.3 mA instead of 7.4 mA.
- **Curved metal resistance.** Giving the resistance the Bloch–Grüneisen shape, with a Debye temperature of 340 K and the same slope at the sink, changes the rise to 108.1 K, a reduction of 0.2%. This shape leaves out thermal expansion and other sources of curvature, which can reverse the sign of so small a correction in real copper.
- **Temperature drop inside the metal.** If all heat left through one horizontal face of a line of thickness \(h\), the drop would be \((g\theta/A)h^2/(2K)\), about 0.1 K. A uniform cross-section is a good approximation.
- **Dielectric breakdown.** A uniformly hot 200 µm line drops 1.625 V. If its low end is grounded, the mean field across a 100 nm gap to a grounded neighbour is at most 0.16 MV/cm. Sharp edges raise the local field, but the mean is well below rough breakdown fields of several MV/cm.

For this example, then, the heat-loss coefficient and the line length matter more than the curvature of the resistance law. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
Line width: 100 nm
Line thickness: 200 nm
Current: 4.00 mA
Current density: 20.00 MA/cm2
Sink temperature: 400 K
Heat-loss coefficient g: 0.30 W/(m K)
Resistivity at 300 K: 2.50 uOhm cm
Coefficient at 300 K: 0.003000 1/K
Resistivity at sink temperature: 3.25 uOhm cm
Coefficient a at sink temperature: 0.002308 1/K
Cold resistance per length: 1.625 Ohm/um
Cold heating per length: 26.00 W/m
Constant-resistance rise T0: 86.67 K
Feedback a*T0: 0.2000
Steady rise, formula: 108.33 K
Steady rise, root finding: 108.33 K
Line temperature: 508.33 K
Second feedback pass: 104.00 K
Third feedback pass: 107.47 K
Fourth feedback pass: 108.16 K
Hot/cold resistance ratio: 1.2500
Critical current: 8.944 mA
Critical current density: 44.72 MA/cm2
Rise if 300 K coefficient is misused: 117.12 K
Rise at fixed voltage, same cold power: 74.02 K
Sensitivity dln(rise)/dln(g): -1.2500
Assumed activation energy: 0.90 eV
Lifetime at T0 / lifetime at true rise: 2.50
Tenfold smaller current: 0.40 mA
T0 at smaller current: 0.8667 K
Steady rise at smaller current: 0.8684 K
Metal thermal conductivity: 300.7 W/(m K)
End-cooling length with feedback: 5.01 um
200 um line, centre rise: 108.33 K
200 um line, mean rise: 102.91 K
20 um line, centre rise: 79.48 K
20 um line, mean rise: 56.06 K
Rise with g 10% lower: 123.81 K
Assumed dielectric conductivity slope: 0.00050 1/K
Rise with growing dielectric conductivity: 104.89 K
Assumed Debye temperature: 340 K
Rise with curved metal resistance: 108.14 K
Temperature drop inside metal, estimate: 0.108 K
Voltage along 200 um hot line: 1.625 V
Spacing to grounded neighbour: 100 nm
Largest field to neighbour: 0.163 MV/cm
```
